# Thermal Radiation from a Silicon Wafer at 1050 °C

## Problem

During a rapid anneal after ion implantation, a silicon wafer is held at a uniform temperature of 1050 °C. It is opaque to thermal radiation, and each face has total hemispherical emissivity $\varepsilon=0.7$. This is the power the face emits in all outward directions and at all wavelengths, divided by what a black face would emit at the same temperature. The wafer has diameter 30.0 cm and thickness 0.0775 cm.

(a) Estimate by scaling the power radiated by the two faces combined, per cm² of wafer area.

(b) Derive the radiation law and calculate this power.

(c) Find the net radiative loss when the wafer faces large parallel walls at 300 K, first for black walls and then for grey walls of emissivity 0.5.

Wafer area means the area of one face. The rim is neglected, and the medium outside has refractive index 1.

## First estimate by scaling

Radiation laws need the absolute temperature,

$$T=1050+273.15=1323.15\ \text{K}.$$

Treat the radiation in equilibrium with the wafer as a gas of photons. The thermal energy is $k_BT=1.83\times10^{-20}$ J. A photon's energy is proportional to its momentum, so the number of states between $x$ and $x+dx$, with $x=h\nu/k_BT$, grows as $x^2dx$. With the classical weight $e^{-x}$, the mean energy is

$$k_BT\,\frac{\int_0^\infty x^3e^{-x}dx}{\int_0^\infty x^2e^{-x}dx}=k_BT\,\frac{3!}{2!}=3k_BT .$$

The corresponding wavelength is

$$\lambda=\frac{hc}{3k_BT}\approx3.6\ \mu\text{m}.$$

As a rough density, take one photon per volume $\lambda^3$. The energy density is then $u\approx3k_BT/\lambda^3$.

Half of the photons move toward a given surface. Their mean velocity component normal to it is $c/2$, because the average of $\cos\theta$ over a hemisphere of directions is $1/2$. The flux onto the surface is therefore $cu/4$, and a black surface in equilibrium emits as much as it receives:

$$M_b\approx\frac c4\,3k_BT\left(\frac{3k_BT}{hc}\right)^3
=\frac{81}{4}\frac{(k_BT)^4}{h^3c^2}\approx8.6\ \text{W/cm}^2 .$$

Two faces of emissivity 0.7 give

$$P_{\text{est}}\approx2(0.7)(8.6)\approx12\ \text{W/cm}^2 .$$

The fourth power has a simple origin: one factor $T$ comes from the energy per photon and three come from the density. The numerical factor is less secure, since "one photon per cubic wavelength" is a guess.

## Exact solution

### Number of modes

Consider radiation in a large periodic box of side $L$ and volume $V=L^3$. The allowed wave vectors are $\mathbf k=2\pi\mathbf n/L$, where $\mathbf n$ has integer components. Since $\nu=c|\mathbf k|/2\pi=c|\mathbf n|/L$, the modes below frequency $\nu$ correspond to integer points in a sphere of radius $\nu L/c$. With two polarizations per wave vector,

$$N(\nu)=2\,\frac{4\pi}{3}\left(\frac{\nu L}{c}\right)^3=\frac{8\pi\nu^3V}{3c^3}.$$

Differentiating and dividing by $V$ gives the mode density per unit volume and frequency,

$$g(\nu)=\frac{8\pi\nu^2}{c^3}.$$

Replacing the count of points by a volume is accurate for a large box. For $\nu L/c=60.5$, an explicit count is 1.00062 times the formula.

### Mean energy of a mode

A mode containing $n$ photons has energy $nh\nu$ above its ground state. The ground-state energy cannot be given up as radiation and is omitted. The Boltzmann weight is $e^{-nx}$, and the sum of the weights is a geometric series:

$$S=\sum_{n=0}^{\infty}e^{-nx}=\frac1{1-e^{-x}} .$$

Differentiating $S$ with respect to $x$ brings down a factor $-n$, so

$$\langle n\rangle=-\frac1S\frac{dS}{dx}
=\frac{e^{-x}}{1-e^{-x}}=\frac1{e^x-1}.$$

The mean energy is $h\nu/(e^x-1)$. Multiplying by the mode density and integrating gives

$$u=\int_0^\infty\frac{8\pi\nu^2}{c^3}\frac{h\nu}{e^{h\nu/k_BT}-1}\,d\nu .$$

With $\nu=k_BTx/h$ and $d\nu=(k_BT/h)dx$, this becomes

$$u=\frac{8\pi(k_BT)^4}{h^3c^3}\,I,\qquad
I=\int_0^\infty\frac{x^3}{e^x-1}\,dx .$$

### The integral

Expand $1/(e^x-1)=\sum_{n=1}^\infty e^{-nx}$. All terms are positive, so sum and integral may be exchanged. Substituting $y=nx$ in each term,

$$I=\sum_{n=1}^{\infty}\int_0^\infty x^3e^{-nx}dx
=\sum_{n=1}^{\infty}\frac{1}{n^4}\int_0^\infty y^3e^{-y}dy
=6\sum_{n=1}^{\infty}\frac1{n^4}.$$

The sum follows from the Fourier series of $q^2$ on $-\pi<q<\pi$. Its mean value is $\pi^2/3$, and two integrations by parts give the cosine coefficients

$$a_n=\frac2\pi\int_0^\pi q^2\cos nq\,dq=\frac{4(-1)^n}{n^2}.$$

Now average the square of the series over the interval. Different cosines are orthogonal, and each $\cos^2nq$ averages to $1/2$, so

$$\frac{\pi^4}{5}=\frac{\pi^4}{9}+\frac12\sum_{n=1}^{\infty}\frac{16}{n^4}.$$

Hence $\sum n^{-4}=(4\pi^4/45)/8=\pi^4/90$, and

$$I=\frac{\pi^4}{15}=6.4939 .$$

### Flux from a black face

In isotropic radiation, a fraction $d\Omega/4\pi$ of the energy travels within the solid angle $d\Omega$. Its velocity component normal to a surface is $c\cos\theta$. The flux arriving from one side is

$$\frac{cu}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=\frac{cu}{4\pi}(2\pi)\left(\frac12\right)=\frac{cu}{4}.$$

A black face absorbs all of this. In equilibrium it must emit the same amount:

$$M_b=\frac{cu}{4}=\sigma T^4,\qquad
\sigma=\frac{2\pi^5k_B^4}{15h^3c^2}=5.670374\times10^{-8}\ \text{W/(m}^2\text{K}^4).$$

### From a black face to the wafer

Place the wafer in a closed cavity at its own temperature. Each face receives $\sigma T^4$ and absorbs a fraction $a$. If it emitted more or less than $a\sigma T^4$, it would cool or warm although everything started at one temperature. The second law forbids this, so $\varepsilon=a$ for equilibrium radiation at temperature $T$. Spontaneous thermal emission is set by the state of the wafer itself, so the result still holds when the cavity is removed and the wafer is kept at $T$.

The total from two faces is therefore

$$\boxed{P=2\varepsilon\sigma T^4}.$$

Here $T^4=3.06504\times10^{12}$ K⁴. Since 1 W/m² equals $10^{-4}$ W/cm²,

$$\sigma T^4=17.38\ \text{W/cm}^2,\qquad
\varepsilon\sigma T^4=0.7(17.38)=12.17\ \text{W/cm}^2,$$

$$P=2(12.17)\approx24.3\ \text{W/cm}^2 .$$

The wafer radiates about 24 W per cm² of its area. One face has area 706.9 cm², so the whole wafer radiates about 17.2 kW.

### Where the power lies in the spectrum

The black flux per unit frequency is $(c/4)g(\nu)h\nu/(e^x-1)=2\pi h\nu^3/[c^2(e^x-1)]$. Setting $\nu=c/\lambda$ and $|d\nu|=(c/\lambda^2)d\lambda$ gives the flux per unit wavelength,

$$M_\lambda=\frac{2\pi hc^2}{\lambda^5}\,\frac1{e^{hc/\lambda k_BT}-1}.$$

At this temperature $M_\lambda$ peaks at 2.19 µm, and 95.2 % of the power lies between 1 and 10 µm. The emissivity in this infrared band therefore largely determines the answer. Direct numerical integration of $M_\lambda$ from 0.2 to 1000 µm, multiplied by $2\varepsilon$, again gives 24.33 W/cm².

## Comparison of the estimate and the solution

Both calculations give $P\propto T^4$, but the estimate is low by a factor of about 2. The photon picture shows why. The true photon density is

$$n_{\text{ph}}=8\pi\left(\frac{k_BT}{hc}\right)^3\int_0^\infty\frac{x^2}{e^x-1}dx .$$

The same expansion as before turns the integral into $2\sum n^{-3}=2.404$, so the coefficient is $8\pi(2.404)=60.4$. The estimate used $3^3=27$, which is too small by a factor 2.24. The true mean photon energy is $(6.494/2.404)k_BT=2.70k_BT$, slightly below the assumed $3k_BT$. The combined correction is

$$\frac{60.4}{27}\times\frac{2.70}{3}\approx2.0 .$$

This ratio does not depend on temperature. The scaling argument can thus be trusted for ratios between temperatures at fixed emissivity, while the absolute power needs the mode count.

For a small temperature change at fixed emissivity, $dP/dT=8\varepsilon\sigma T^3$, and hence

$$\frac{\Delta P}{P}\approx4\frac{\Delta T}{T}.$$

A rise of 10 K gives 3.02 % by this rule and 3.06 % from the full fourth power.

## Net loss inside a chamber

The 24 W/cm² is gross emission. The net loss also depends on what comes back. Assume now that wafer and wall are grey, meaning that their emissivities and absorptivities do not depend on wavelength or direction. This extends $a=\varepsilon$ to radiation from a source at another temperature. Let the wall have emissivity $\varepsilon_w$ and temperature $T_w$, and let it be so large and close that no radiation escapes sideways.

One wafer face emits $\varepsilon\sigma T^4$. At the wall a fraction $\varepsilon_w$ is absorbed and $1-\varepsilon_w$ returns; the wafer then reflects $1-\varepsilon$ of that. Each round trip multiplies the remaining power by $r=(1-\varepsilon)(1-\varepsilon_w)$. The power finally absorbed by the wall is

$$\varepsilon\sigma T^4\,\varepsilon_w(1+r+r^2+\cdots)
=\frac{\varepsilon\varepsilon_w\sigma T^4}{1-r}.$$

Since $1-r=\varepsilon+\varepsilon_w-\varepsilon\varepsilon_w$, dividing numerator and denominator by $\varepsilon\varepsilon_w$ gives

$$\frac{\sigma T^4}{1/\varepsilon+1/\varepsilon_w-1}.$$

Exchanging the roles of wafer and wall gives the power passing the other way, with $T_w^4$ in place of $T^4$. The net loss per face is

$$q=\frac{\sigma(T^4-T_w^4)}{1/\varepsilon+1/\varepsilon_w-1}.$$

For black walls the denominator is $1/\varepsilon$. At 300 K the two faces absorb 0.064 W/cm² from the walls, so the net loss is

$$24.33-0.06=24.27\ \text{W/cm}^2 .$$

Cold black walls therefore leave the answer almost unchanged. For $\varepsilon_w=0.5$ the denominator is $1/0.7+1/0.5-1=2.429$, compared with $1/0.7=1.429$ for black walls. The net loss becomes

$$24.27\times\frac{1.429}{2.429}\approx14.3\ \text{W/cm}^2,$$

a reduction of 41.2 %. The wafer still emits 24 W/cm², but part of this returns and is reabsorbed. In the limit $\varepsilon_w\to0$ the net loss vanishes, although the emission does not.

## The model and a real wafer

**Emissivity.** The value 0.7 can be compared with bare silicon, using a rough refractive index $n=3.6$ for the hot material and neglecting the effect of absorption on reflection. At normal incidence, continuity of the tangential electric and magnetic fields requires $1+r_0=t_0$ and $1-r_0=nt_0$, where $r_0$ and $t_0$ are the reflected and transmitted electric amplitudes. Eliminating $t_0$ gives $r_0=(1-n)/(1+n)$. An opaque face absorbs what it does not reflect, so

$$\varepsilon_{\text{normal}}=1-\left(\frac{2.6}{4.6}\right)^2\approx0.68 .$$

At oblique incidence, let $\theta$ and $\theta'$ be the angles to the normal outside and inside. For electric field perpendicular to the plane of incidence, continuity requires $1+r_s=t_s$ and $\cos\theta\,(1-r_s)=n\cos\theta'\,t_s$. For electric field in the plane of incidence, let $r_p$ and $t_p$ be the magnetic amplitudes; then $1+r_p=t_p$ and $\cos\theta\,(1-r_p)=(\cos\theta'/n)\,t_p$. Eliminating the transmitted amplitudes gives

$$r_s=\frac{\cos\theta-n\cos\theta'}{\cos\theta+n\cos\theta'},\qquad
r_p=\frac{n\cos\theta-\cos\theta'}{n\cos\theta+\cos\theta'},$$

with $\sin\theta=n\sin\theta'$. Averaging over polarization, and over directions with the flux weight $2\sin\theta\cos\theta\,d\theta$, gives a hemispherical emissivity of about 0.67. The two-face emission would then be about 23 W/cm², roughly 5 % below the result for 0.7.

**Opacity.** With a deliberately low rough absorption coefficient of 100 cm⁻¹, a single normal pass transmits $e^{-100(0.0775)}$, or 0.043 %. The wafer is effectively opaque under this assumption. The argument would fail for cool, lightly doped silicon, which transmits much of the infrared.

**Surface films and chamber.** Surface films can change the emissivity, and a reflecting chamber can return part of the radiation. At fixed temperature, emissivities of 0.5 and 0.9 would give 17.4 and 31.3 W/cm², a change of about 29 % either way. The reflecting wall considered above does not alter the emission, but lowers the net loss by 41 %. Its emissivity of 0.5 is an illustrative value; actual chambers vary.

**Smaller effects.** If the rim has the same temperature and emissivity, it adds 0.52 % to the emission. Heating from one side also makes the back cooler. Take a rough conductivity of 0.25 W/(cm K), a steady state, heat absorbed at the front and no radiation returning to the back. The power emitted by the back must then cross the wafer, which requires a temperature drop of about

$$\frac{12.17(0.0775)}{0.25}\approx3.8\ \text{K}.$$

Allowing for the slightly weaker emission of the cooler back changes this drop by only about 1 %. With the front kept at 1050 °C, the total emission falls by about 0.6 %.

Gas adds a separate loss. For 1.0 cm of still nitrogen at each face, a rough constant conductivity of $5.5\times10^{-4}$ W/(cm K) and walls at 300 K, conduction removes about 1.1 W/cm² from the two faces, or about 5 % of the radiated power. Gas flow would change this figure. At atmospheric pressure, a layer of this depth heated from below is close to the onset of natural convection, so the gas above the wafer may not stay still.

**Millisecond annealing.** When a short pulse heats mainly the front, the two faces have different temperatures and the formula must be replaced by

$$P=\varepsilon\sigma(T_{\text{front}}^4+T_{\text{back}}^4),$$

for equal emissivities, provided that the radiation from each face comes from an opaque layer at that face's temperature. A cool, lightly doped wafer can break this condition, because radiation from the hot front may pass through it and leave at the back. The front can break it too: in a millisecond, heat spreads only about 100 µm, so the emitting layer is cooler on average than the surface and emits somewhat less than $\varepsilon\sigma T_{\text{front}}^4$. If the condition holds, the front is at 1050 °C and the back is so much cooler that its fourth power is negligible, the total approaches 12.2 W/cm². This limit needs a wafer that stays opaque when cool, such as a heavily doped one. Lightly doped silicon of this thickness becomes opaque only at roughly 900 to 1000 K, where $T_{\text{back}}^4$ is already 0.2 to 0.3 of $T_{\text{front}}^4$. The result of 24 W/cm² therefore belongs to a wafer heated through its whole thickness.

The numerical output below lists the main inputs and results.

## Values computed for the example and the checks

```
Wafer temperature: 1050 C
Absolute temperature: 1323.15 K
Emissivity of each face: 0.70
Stefan-Boltzmann constant: 5.670374e-08 W/(m2 K4)
Fourth power of temperature: 3.06504e+12 K4
Frequency integral: 6.493939
Modes counted / formula: 1.00062
Black-body flux: 17.38 W/cm2
Emission from one face: 12.17 W/cm2
Emission from two faces: 24.33 W/cm2
Same, by spectral integration: 24.33 W/cm2
Wafer diameter: 30.0 cm
Wafer thickness: 0.0775 cm
Area of one face: 706.9 cm2
Power radiated by whole wafer: 17.2 kW
Peak wavelength: 2.19 um
Power share from 1 to 10 um: 95.2 %
Rough silicon index: 3.6
Bare-face emissivity, normal: 0.681
Bare-face emissivity, hemispherical: 0.667
Two-face emission, bare: 23.18 W/cm2
Low rough absorption coefficient: 100 1/cm
Single-pass transmission: 0.043 %
Two-face emission at emissivity 0.5: 17.38 W/cm2
Two-face emission at emissivity 0.9: 31.28 W/cm2
Change for 10 K hotter, exact: 3.06 %
Change for 10 K hotter, linear rule: 3.02 %
Wall temperature: 300 K
Absorbed from black walls: 0.064 W/cm2
Net two-face loss, black walls: 24.27 W/cm2
Rough reflecting-wall emissivity: 0.50
Net two-face loss, reflecting walls: 14.28 W/cm2
Reduction of net loss by reflecting walls: 41.2 %
Extra emission from rim: 0.52 %
Rough silicon conductivity: 0.25 W/(cm K)
Front-to-back drop, one-sided heating: 3.73 K
Emission reduction from this drop: 0.56 %
Rough gas conductivity: 5.5e-04 W/(cm K)
Gas gap at each face: 1.0 cm
Gas conduction from two faces: 1.13 W/cm2
Gas conduction / emission: 4.6 %
```
